# Temperature rise from a 10 keV cascade in a million-atom cell: verification in Python

```python
"""Result under test: energy E given to one of N classical harmonic atoms in an
isolated periodic cell raises the equilibrium temperature by
    dT = E / (3 N kB).
E: deposited energy (eV), N: number of atoms, kB: Boltzmann constant (eV/K).
Temperature refers to motion relative to the centre of mass.
The dynamics tests use reduced units: mass = spring constant = bond length = 1,
and temperature there means kB*T in units of spring constant * bond length^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

kB = const.k / const.e
hartree = const.physical_constants["Hartree energy in eV"][0]
E = 10000.0
N = 1000000
T_start = 300.0
atomic_volume = 12.0


def temperature_rise(energy, atoms):
    return energy / (3 * atoms * kB)


# Boltzmann mean of c*|x|^power, directly from its definition
def boltzmann_mean(temperature, c, power):
    kT = kB * temperature
    limit = (45 * kT / c) ** (1 / power)

    def weight(x):
        return np.exp(-c * x**power / kT)

    top = quad(lambda x: c * x**power * weight(x), 0, limit,
               epsabs=0, epsrel=1e-11)[0]
    bottom = quad(weight, 0, limit, epsabs=0, epsrel=1e-11)[0]
    return top / bottom


kT_start = kB * T_start
quadratic_share = boltzmann_mean(T_start, 2.0, 2) / kT_start
stiffer_share = boltzmann_mean(T_start, 9.0, 2) / kT_start
quartic_share = boltzmann_mean(T_start, 2.0, 4) / kT_start
assert abs(quadratic_share - 0.5) < 1e-7
assert abs(stiffer_share - 0.5) < 1e-7
assert abs(quartic_share - 0.25) < 1e-7


# Final temperature from the energy balance with numerically integrated means
def cell_energy(temperature):
    one_direction = (boltzmann_mean(temperature, 0.7, 2)
                     + boltzmann_mean(temperature, 2.0, 2))
    return 3 * N * one_direction


energy_start = cell_energy(T_start)
T_final = brentq(lambda T: cell_energy(T) - energy_start - E, 300, 500)
dT = temperature_rise(E, N)
assert abs((T_final - T_start) - dT) < 1e-3
assert abs(dT - 39) < 0.5

# Periodic fcc cell with nearest-neighbour springs
a0 = np.sqrt(2.0)
box = 2 * a0
basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
cells = np.array([[i, j, k] for i in range(2)
                  for j in range(2) for k in range(2)])
sites = a0 * (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3)
n_md = len(sites)
separation = sites[None, :, :] - sites[:, None, :]
separation -= box * np.round(separation / box)
distance = np.linalg.norm(separation, axis=2)
bonded = (distance > 0.1) & (distance < 1.1)
assert np.all(bonded.sum(axis=1) == 12)
neighbour = np.nonzero(bonded)[1].reshape(n_md, 12)
rest_bond = separation[bonded].reshape(n_md, 12, 3)


def force_and_lengths(u):
    bond = u.take(neighbour, axis=0)
    bond -= u[:, None, :]
    bond += rest_bond
    length = np.sqrt(np.einsum("ijk,ijk->ij", bond, bond))
    force = np.einsum("ij,ijk->ik", 1 - 1 / length, bond)
    return force, length


# One atom is struck; the conserved drift of the whole cell is then removed
def struck_velocities(kick_energy):
    direction = np.array([0.3, 0.5, 0.8])
    direction /= np.linalg.norm(direction)
    v = np.zeros((n_md, 3))
    v[0] = np.sqrt(2 * kick_energy) * direction
    return v - v.mean(axis=0)


# Struck atom's mean kinetic energy divided by the average over all atoms
def memory_ratio(v2_mean):
    return v2_mean[0].sum() / (v2_mean.sum() / n_md)


# Full (anharmonic) motion by velocity Verlet
dt = 0.05


def run_dynamics(kick_energy, settling_steps, averaging_steps):
    v = struck_velocities(kick_energy)
    internal_energy = 0.5 * np.sum(v**2)
    u = np.zeros((n_md, 3))
    force, length = force_and_lengths(u)
    v2_sum = np.zeros((n_md, 3))
    for step in range(settling_steps + averaging_steps):
        v += 0.5 * dt * force
        u += dt * v
        force, length = force_and_lengths(u)
        v += 0.5 * dt * force
        if step >= settling_steps:
            v2_sum += v * v
    v2_mean = v2_sum / averaging_steps
    final_energy = 0.5 * np.sum(v**2) + 0.25 * np.sum((length - 1) ** 2)
    return {"kick": kick_energy,
            "settling": settling_steps * dt,
            "averaging": averaging_steps * dt,
            "temperature": v2_mean.sum() / (3 * (n_md - 1)),
            "formula": kick_energy / (3 * n_md),
            "drift": final_energy / internal_energy - 1,
            "share": 0.5 * v2_mean.sum() / internal_energy,
            "memory": memory_ratio(v2_mean)}


# The weak kick keeps the motion nearly harmonic; the strong kick mixes faster
# but has larger anharmonic corrections, hence its wider temperature tolerance.
weak = run_dynamics(0.4, 20000, 40000)
strong = run_dynamics(1.5, 30000, 70000)
assert abs(weak["drift"]) < 0.01 and abs(strong["drift"]) < 0.01
assert abs(weak["temperature"] / weak["formula"] - 1) < 0.02
assert abs(strong["temperature"] / strong["formula"] - 1) < 0.05
assert abs(strong["memory"] - 1) < 0.3

# Strictly harmonic motion of the same cell, propagated by normal modes
hessian = np.zeros((n_md, 3, n_md, 3))
for i in range(n_md):
    for j, n in zip(neighbour[i], rest_bond[i]):
        hessian[i, :, i, :] += np.outer(n, n)
        hessian[i, :, j, :] -= np.outer(n, n)
w2, modes = np.linalg.eigh(hessian.reshape(3 * n_md, 3 * n_md))
assert np.sum(w2 < 1e-8) == 3 and w2.min() > -1e-8
omega = np.sqrt(np.clip(w2, 0, None))
times = np.random.default_rng(1).uniform(0, 1e5, 4000)
v_start = struck_velocities(strong["kick"])
amplitudes = modes.T @ v_start.ravel()
v_harm = (np.cos(np.outer(times, omega)) * amplitudes) @ modes.T
v2_harm = np.mean(v_harm**2, axis=0).reshape(n_md, 3)
share_harm = v2_harm.sum() / np.sum(v_start**2)
memory_harm = memory_ratio(v2_harm)
assert abs(share_harm - 0.5) < 0.03
assert memory_harm > 1.5

# Quantum vibrations: Einstein solid, thermal energy by summing over levels
quantum = 0.03
levels = quantum * np.arange(3000)


def einstein_energy(temperature):
    weights = np.exp(-levels / (kB * temperature))
    return np.sum(levels * weights) / np.sum(weights)


share = E / (3 * N)
T_quantum_warm = brentq(
    lambda T: einstein_energy(T) - einstein_energy(T_start) - share, 300, 600)
rise_quantum_warm = T_quantum_warm - T_start
rise_quantum_cold = quantum / (kB * np.log(1 + quantum / share))
assert abs(einstein_energy(rise_quantum_cold) / share - 1) < 1e-9
assert rise_quantum_cold > rise_quantum_warm > dT

stored = 200.0
edge = (N * atomic_volume) ** (1 / 3)
print(f"Boltzmann constant: {kB:.6e} eV/K")
print(f"deposited energy E: {E:.0f} eV = {E / hartree:.3f} hartree")
print(f"number of atoms N: {N}")
print(f"starting temperature: {T_start:.0f} K")
print(f"added energy per atom E/N: {E / N:.4f} eV")
print(f"added energy per vibration E/(3N): {share:.6f} eV")
print(f"temperature rise, formula: {dT:.3f} K")
print(f"temperature rise, numerical balance: {T_final - T_start:.3f} K")
print(f"final temperature: {T_final:.2f} K")
print(f"kinetic reading just after impact, rise: {2 * dT:.2f} K")
print(f"centre-of-mass drift energy E/N: {E / N:.4f} eV")
print(f"quadratic term, mean/(kB T): {quadratic_share:.6f}")
print(f"quartic term, mean/(kB T): {quartic_share:.6f}")
print(f"volume per atom: {atomic_volume:.1f} angstrom^3")
print(f"cubic cell edge for N atoms: {edge:.1f} angstrom")
for limit in (10, 20, 39, 50, 100):
    n_min = int(np.ceil(E / (3 * kB * limit)))
    assert temperature_rise(E, n_min) <= limit < temperature_rise(E, n_min - 1)
    side = (n_min * atomic_volume) ** (1 / 3)
    print(f"allowed rise {limit} K: N >= {n_min}, edge {side:.1f} angstrom")
print(f"stored defect energy, example: {stored:.0f} eV")
print(f"rise with that energy stored: {temperature_rise(E - stored, N):.3f} K")
print(f"Einstein quantum: {quantum:.3f} eV")
print(f"quantum rise from 300 K: {rise_quantum_warm:.2f} K")
print(f"quantum rise from 0 K: {rise_quantum_cold:.2f} K")
print(f"dynamics: atoms {n_md}, time step {dt:.2f} (reduced)")
for name, run in (("weak", weak), ("strong", strong)):
    print(f"{name} kick: energy {run['kick']:.2f} (reduced)")
    print(f"{name} kick: settling time {run['settling']:.0f} (reduced)")
    print(f"{name} kick: averaging time {run['averaging']:.0f} (reduced)")
    print(f"{name} kick: measured temperature {run['temperature']:.6f} (reduced)")
    print(f"{name} kick: formula temperature {run['formula']:.6f} (reduced)")
    print(f"{name} kick: relative energy error {run['drift']:.1e}")
    print(f"{name} kick: kinetic share {run['share']:.4f}")
    print(f"{name} kick: struck/average kinetic energy {run['memory']:.3f}")
print(f"harmonic cell: kinetic share {share_harm:.4f}")
print(f"harmonic cell: struck/average kinetic energy {memory_harm:.3f}")
print("verified")
```

Running it gives:

```
Boltzmann constant: 8.617333e-05 eV/K
deposited energy E: 10000 eV = 367.493 hartree
number of atoms N: 1000000
starting temperature: 300 K
added energy per atom E/N: 0.0100 eV
added energy per vibration E/(3N): 0.003333 eV
temperature rise, formula: 38.682 K
temperature rise, numerical balance: 38.682 K
final temperature: 338.68 K
kinetic reading just after impact, rise: 77.36 K
centre-of-mass drift energy E/N: 0.0100 eV
quadratic term, mean/(kB T): 0.500000
quartic term, mean/(kB T): 0.250000
volume per atom: 12.0 angstrom^3
cubic cell edge for N atoms: 228.9 angstrom
allowed rise 10 K: N >= 3868173, edge 359.4 angstrom
allowed rise 20 K: N >= 1934087, edge 285.2 angstrom
allowed rise 39 K: N >= 991840, edge 228.3 angstrom
allowed rise 50 K: N >= 773635, edge 210.2 angstrom
allowed rise 100 K: N >= 386818, edge 166.8 angstrom
stored defect energy, example: 200 eV
rise with that energy stored: 37.908 K
Einstein quantum: 0.030 eV
quantum rise from 300 K: 42.63 K
quantum rise from 0 K: 151.19 K
dynamics: atoms 32, time step 0.05 (reduced)
weak kick: energy 0.40 (reduced)
weak kick: settling time 1000 (reduced)
weak kick: averaging time 2000 (reduced)
weak kick: measured temperature 0.004179 (reduced)
weak kick: formula temperature 0.004167 (reduced)
weak kick: relative energy error 1.6e-03
weak kick: kinetic share 0.5015
weak kick: struck/average kinetic energy 2.302
strong kick: energy 1.50 (reduced)
strong kick: settling time 1500 (reduced)
strong kick: averaging time 3500 (reduced)
strong kick: measured temperature 0.015706 (reduced)
strong kick: formula temperature 0.015625 (reduced)
strong kick: relative energy error 1.3e-03
strong kick: kinetic share 0.5026
strong kick: struck/average kinetic energy 1.231
harmonic cell: kinetic share 0.5024
harmonic cell: struck/average kinetic energy 9.211
verified
```
